# Normal Permittivity of a Laminate with Two Equal Oxide Layers

## Problem

A film grown by atomic layer deposition consists of two flat oxide layers of equal thickness \(d\), one on top of the other. Their relative permittivities are \(\varepsilon_1=9\) and \(\varepsilon_2=25\). The film fills the gap between two parallel metal plates, so that the field points along the layer normal.

(a) Find the permittivity of the uniform film of thickness \(L=2d\) that would store the same plate charge at the same voltage.

(b) For \(d=50\) angstrom and a potential drop that changes the energy of a unit charge by 1 eV, find the field and the drop in each layer, the plate charge and the bound charge at the interface.

(c) Explain how the answer to (a) differs from the volume average of the two permittivities, and say when that average does apply.

The permittivities and thicknesses are chosen model parameters. Each layer is isotropic, has a positive permittivity, and responds linearly and locally to a static field. The interface is sharp, there is no free charge between the plates, no current flows through the film, and the plates are wide enough for edge fields to be neglected.

The algebra is in atomic units with \(4\pi\varepsilon_0=1\). The displacement is then \(D=E+4\pi P=\varepsilon E\), where \(P\) is the polarization. The positive plate lies at \(z=0\) beside layer 1 and carries free charge \(\sigma\) per area; the negative plate lies at \(z=L\) and carries \(-\sigma\). The field points towards positive \(z\), and \(V>0\) is the potential of the positive plate minus that of the negative one.

## First estimate by scaling

A drop \(V\) over a length \(L\) sets the scale of the field,

\[
E\sim \bar E=\frac{V}{L}.
\]

In a uniform film, \(D=4\pi\sigma\) and \(D=\varepsilon\bar E\), so the plate charge scales as

\[
\sigma\sim\frac{\varepsilon V}{4\pi L}.
\]

For the laminate, some typical permittivity must stand in for \(\varepsilon\). If the field is taken to be \(\bar E\) in both layers, the displacement is \(\varepsilon_1\bar E\) in one half of the film and \(\varepsilon_2\bar E\) in the other. Its average over the thickness is

\[
\bar D=\frac{d\,\varepsilon_1\bar E+d\,\varepsilon_2\bar E}{2d}
=\frac{\varepsilon_1+\varepsilon_2}{2}\,\bar E ,
\]

which suggests

\[
\varepsilon_{\rm a}=\frac{\varepsilon_1+\varepsilon_2}{2}=\frac{9+25}{2}=17 .
\]

The dependence on \(V\) and \(L\) is sound, because the problem is linear and has no other length scale once the thickness ratio is fixed. The number 17 rests on the further assumption of equal fields, which scaling cannot justify.

## Exact solution

### The displacement is common to both layers

Gauss's law for the displacement reads, in one dimension,

\[
\frac{dD}{dz}=4\pi\rho_{\rm free}.
\]

Between the plates \(\rho_{\rm free}=0\), also at the interface, so \(D\) has the same value throughout the film. The plates are treated as ideal metals, with no static field inside. Gauss's law across the surface of the positive plate therefore gives

\[
D=4\pi\sigma .
\]

The field in layer \(i\) follows from \(D=\varepsilon_iE_i\):

\[
E_1=\frac{D}{\varepsilon_1},\qquad E_2=\frac{D}{\varepsilon_2},\qquad
\frac{E_1}{E_2}=\frac{\varepsilon_2}{\varepsilon_1}.
\]

The layer with the lower permittivity has the higher field. The equal fields assumed in the estimate would require \(\varepsilon_1=\varepsilon_2\).

### The potential drops add

The total drop is the integral of the field from one plate to the other:

\[
V=E_1d+E_2d
=Dd\left(\frac1{\varepsilon_1}+\frac1{\varepsilon_2}\right)
=Dd\,\frac{\varepsilon_1+\varepsilon_2}{\varepsilon_1\varepsilon_2}.
\]

The equivalent uniform film has the same \(D\), since it has the same plate charge, and the same mean field \(V/L\). Its permittivity is thus

\[
\varepsilon_{\rm n}=\frac{D}{V/L}=\frac{2dD}{V}.
\]

Inserting \(V\) cancels both \(D\) and \(d\):

\[
\varepsilon_{\rm n}=\frac{2\varepsilon_1\varepsilon_2}{\varepsilon_1+\varepsilon_2}
=\frac{2\cdot9\cdot25}{9+25}=\frac{450}{34}\approx13.2 .
\]

This is the harmonic mean of the two permittivities and answers (a). The same result follows from two capacitors in series: they carry equal charge, and their voltages add.

### The same result from the charges themselves

The constancy of \(D\) can be traced to the charges that produce the field. A wide sheet with charge \(q\) per area produces a field of magnitude \(2\pi q\) on each side, directed away from the sheet if \(q>0\). A polarization \(P_i\) along positive \(z\) leaves bound charge \(-P_i\) on the left face of layer \(i\) and \(+P_i\) on its right face. The total sheet charges are therefore

\[
q_0=\sigma-P_1,\qquad q_1=P_1-P_2,\qquad q_2=P_2-\sigma
\]

at \(z=0\), \(z=d\) and \(z=2d\). In layer 1, the sheet \(q_0\) lies to the left and contributes with a plus sign, while \(q_1\) and \(q_2\) lie to the right and contribute with a minus sign:

\[
E_1=2\pi(q_0-q_1-q_2)
=2\pi\left[(\sigma-P_1)-(P_1-P_2)-(P_2-\sigma)\right]
=4\pi(\sigma-P_1).
\]

In layer 2, the sheet \(q_1\) has moved to the left of the observer, so its sign changes:

\[
E_2=2\pi(q_0+q_1-q_2)
=2\pi\left[(\sigma-P_1)+(P_1-P_2)-(P_2-\sigma)\right]
=4\pi(\sigma-P_2).
\]

From \(\varepsilon_iE_i=E_i+4\pi P_i\), the polarization is

\[
P_i=\frac{\varepsilon_i-1}{4\pi}E_i .
\]

Substitution gives \(E_i=4\pi\sigma-(\varepsilon_i-1)E_i\), or \(\varepsilon_iE_i=4\pi\sigma\) in each layer. The continuity of \(D\) has come out of the Coulomb fields without being imposed.

Subtracting the two field equations also gives the bound charge at the interface:

\[
q_1=P_1-P_2=\frac{E_2-E_1}{4\pi}.
\]

Since \(E_2<E_1\), this charge is negative. It lowers the field on its right and raises it on its left, which is how the two fields come to differ.

### Numbers for the 100 angstrom film

Fields are quoted as the force on a unit charge. The mean field is

\[
\bar E=\frac{1\ \text{eV}}{100\ \text{angstrom}}=0.0100\ \text{eV/angstrom}.
\]

With \(D=\varepsilon_{\rm n}\bar E\), the layer fields are

\[
E_1=\frac{13.2353\times0.0100}{9}=0.014706\ \text{eV/angstrom},
\]

\[
E_2=\frac{13.2353\times0.0100}{25}=0.005294\ \text{eV/angstrom}.
\]

Multiplication by 50 angstrom gives drops of 0.7353 eV and 0.2647 eV, which add to 1 eV. The layer with permittivity 9 occupies half the thickness but takes about 74 percent of the drop. Its field is 1.47 times the mean field, so the mean field is a poor measure of the electrical load on that layer.

For the charge, \(\sigma=D/(4\pi)\) must be converted from atomic units. With the field in eV/angstrom and the charge density in e/angstrom², the factor \(1/(4\pi)\) becomes \(1/(4\pi E_{\rm h}a_0)\), where the hartree \(E_{\rm h}\) is in eV and the bohr \(a_0\) in angstrom. Its value is \(5.526\times10^{-3}\) in these units. Hence

\[
\sigma=5.526\times10^{-3}\times0.13235
=7.314\times10^{-4}\ \text{e/angstrom}^2,
\]

or 1.172 microcoulomb per square centimetre. The bound charge at the interface is

\[
q_1=5.526\times10^{-3}\,(0.005294-0.014706)
=-5.20\times10^{-5}\ \text{e/angstrom}^2 .
\]

Its magnitude is about 7 percent of the plate charge. It can be this small and still change the field strongly because the field in each layer is itself much smaller than \(4\pi\sigma\): most of the plate charge is screened by the bound charge next to it.

### A field in the plane of the layers

Now let the plates stand at the side edges of the film, so that the field runs parallel to the interface. They must reach above and below the film by a distance comparable to the gap between them or more, since edge fields would not be negligible for plates only as high as a thin film. The plate charge below is the charge on the part of each plate that faces the film. A static field has no circulation. Around a narrow rectangular loop with one long side in each layer, the contributions of the long sides must cancel, so the tangential field is the same on both sides of the interface. A uniform field \(E\) in both layers satisfies this condition and has no normal component at the interface. The displacements are \(\varepsilon_1E\) and \(\varepsilon_2E\), and the plate charge is set by their average over the thickness:

\[
\varepsilon_{\rm p}=\frac{d\,\varepsilon_1E+d\,\varepsilon_2E}{2d\,E}
=\frac{\varepsilon_1+\varepsilon_2}{2}=17 .
\]

The layers now act as capacitors in parallel. The laminate is thus anisotropic although each layer is isotropic: its permittivity is 17 along the layers and 13.2 across them.

## Comparison of the two

### Size of the error

The estimate exceeds the exact value by

\[
\varepsilon_{\rm a}-\varepsilon_{\rm n}
=\frac{(\varepsilon_1+\varepsilon_2)^2-4\varepsilon_1\varepsilon_2}{2(\varepsilon_1+\varepsilon_2)}
=\frac{(\varepsilon_2-\varepsilon_1)^2}{2(\varepsilon_1+\varepsilon_2)}
=\frac{256}{68}\approx3.8 .
\]

For positive permittivities the square shows that the difference cannot be negative and that it vanishes for equal permittivities. The ratio is

\[
\frac{\varepsilon_{\rm a}}{\varepsilon_{\rm n}}
=\frac{(\varepsilon_1+\varepsilon_2)^2}{4\varepsilon_1\varepsilon_2}
=\frac{1156}{900}=1.284 .
\]

Using 17 would give a plate charge of \(9.395\times10^{-4}\) e/angstrom² instead of \(7.314\times10^{-4}\) e/angstrom², an overestimate of 28.4 percent relative to the exact value. Seen from the other side, a capacitor designed with 17 would deliver \(1/1.284=0.78\) of the intended capacitance, a shortfall of 22 percent relative to the design value.

### What the equal-field assumption implies

With the field \(\bar E\) in both layers, \(D\) would jump at the interface from \(9\bar E\) to \(25\bar E\). Gauss's law would then require free charge \((25-9)\bar E/(4\pi)\) per area there, and the two plates would carry charges of different magnitude, corresponding to permittivities 9 and 25. The estimate of 17 is the average of these two. It describes a film with a charged interface, which the problem excludes.

### Why the estimate lies above the exact value

The energy gives a reason that does not depend on the particular numbers. For any field profile \(E(z)\) with the prescribed drop \(V\), define the energy per area

\[
W[E]=\frac1{8\pi}\int_0^L\varepsilon(z)\,E(z)^2\,dz .
\]

Let \(E\) be the true field and \(E+\delta E\) a trial field with the same drop, so that \(\int_0^L\delta E\,dz=0\). Expanding the square gives

\[
W[E+\delta E]=W[E]+\frac1{4\pi}\int_0^L\varepsilon E\,\delta E\,dz
+\frac1{8\pi}\int_0^L\varepsilon\,(\delta E)^2\,dz .
\]

In the second term \(\varepsilon E=D\) is constant and can be taken out of the integral, which leaves \(D\int_0^L\delta E\,dz/(4\pi)=0\). The third term is not negative, because \(\varepsilon>0\). The true field therefore has the lowest \(W\) among all profiles with the same drop.

For the true field,

\[
W=\frac{D}{8\pi}\int_0^LE\,dz=\frac{DV}{8\pi}
=\frac{\varepsilon_{\rm n}V^2}{8\pi L}.
\]

For the uniform trial field \(V/L\),

\[
W=\frac1{8\pi}\,(\varepsilon_1d+\varepsilon_2d)\,\frac{V^2}{L^2}
=\frac{\varepsilon_{\rm a}V^2}{8\pi L}.
\]

Hence \(\varepsilon_{\rm n}\le\varepsilon_{\rm a}\): the scaling estimate is an upper bound. In the example the two energies are \(3.657\times10^{-4}\) and \(4.697\times10^{-4}\) eV/angstrom². The first equals \(\sigma V/2\), as it should for a linear capacitor. The film lowers \(W\) by moving field out of the layer where a given field costs more energy, the one with permittivity 25, into the other.

### Two limits

Write the permittivities as \(m-\delta\) and \(m+\delta\), where \(m\) is their arithmetic mean. Then

\[
\varepsilon_{\rm n}=\frac{2(m-\delta)(m+\delta)}{2m}=m-\frac{\delta^2}{m}.
\]

For a small contrast the error of the estimate is of second order in \(\delta/m\), and the arithmetic mean is adequate. Here \(m=17\) and \(\delta=8\), so the correction is \(64/17\approx3.8\), which is not small.

In the opposite limit, \(\varepsilon_2\gg\varepsilon_1\), it helps to write

\[
\varepsilon_{\rm n}=\frac{2\varepsilon_1}{1+\varepsilon_1/\varepsilon_2}\;\longrightarrow\;2\varepsilon_1 .
\]

Layer 2 then takes almost none of the drop, and the capacitance becomes that of layer 1 alone. The factor 2 appears because the equivalent film is twice as thick as that layer. With \(\varepsilon_1=9\), no insulating second oxide of positive permittivity can bring the normal permittivity of an equal-thickness stack above 18, whereas the arithmetic mean would grow without limit. The bound does not cover a ferroelectric layer held in a state of negative differential permittivity: \(\varepsilon_2=-30\) inserted into the formula gives 25.7.

The derivatives show which layer matters at the given values:

\[
\frac{\partial\varepsilon_{\rm n}}{\partial\varepsilon_1}
=\frac{2\varepsilon_2^2}{(\varepsilon_1+\varepsilon_2)^2}=1.08,\qquad
\frac{\partial\varepsilon_{\rm n}}{\partial\varepsilon_2}
=\frac{2\varepsilon_1^2}{(\varepsilon_1+\varepsilon_2)^2}=0.14 .
\]

Raising the lower permittivity by a small amount is about eight times as effective as raising the higher one by the same amount. The arithmetic mean would assign 0.5 to both.

## Other stacks and the limits of the result

For layers of thickness \(d_i\), the argument is unchanged: \(D\) is common, and \(V=D\sum_id_i/\varepsilon_i\). Therefore

\[
\frac{L}{\varepsilon_{\rm n}}=\sum_i\frac{d_i}{\varepsilon_i},\qquad L=\sum_id_i .
\]

A sum does not depend on the order of its terms, so the layers may be rearranged. Dividing the film into \(N\) thinner bilayers also changes nothing, since \(N\,(d/N)/\varepsilon_i=d/\varepsilon_i\). The numerical output shows this for ten bilayers.

Equal numbers of deposition cycles give equal thicknesses only if both oxides grow by the same amount per cycle. If layer 1 occupies a fraction \(f\) of the thickness,

\[
\frac1{\varepsilon_{\rm n}}=\frac f{\varepsilon_1}+\frac{1-f}{\varepsilon_2}.
\]

One may ask which \(f\) would give a normal permittivity of 17. Solving for \(f\),

\[
f=\frac{1/17-1/25}{1/9-1/25}=\frac{8/425}{16/225}=\frac{9}{34}\approx0.26 .
\]

The oxide with permittivity 9 would have to be thinned from 50 to about 26 angstrom in a film of 100 angstrom, with the other oxide filling the rest.

A real interface may contain a mixed oxide. Suppose that it has thickness \(t\) and permittivity \(\varepsilon_{\rm m}\), and that it replaces \(t/2\) of each layer. The sum then becomes

\[
\frac{L}{\varepsilon'}=\frac{L}{\varepsilon_{\rm n}}
+t\left[\frac1{\varepsilon_{\rm m}}-\frac12\left(\frac1{\varepsilon_1}+\frac1{\varepsilon_2}\right)\right]
=\frac{L}{\varepsilon_{\rm n}}+t\left(\frac1{\varepsilon_{\rm m}}-\frac1{\varepsilon_{\rm n}}\right),
\]

because half the sum of the inverse permittivities is \(1/\varepsilon_{\rm n}\). Mixing raises the permittivity of the film if \(\varepsilon_{\rm m}>\varepsilon_{\rm n}\) and lowers it if \(\varepsilon_{\rm m}<\varepsilon_{\rm n}\). A stack of \(N\) bilayers has \(2N-1\) internal interfaces, so for \(\varepsilon_{\rm m}\neq\varepsilon_{\rm n}\) the magnitude of this correction grows with \(N\), provided that \(t\) does not exceed the layer thickness \(L/(2N)\), so that the mixed regions do not overlap. Relative to \(L/\varepsilon_{\rm n}\) it is \((2N-1)(t/L)(\varepsilon_{\rm n}/\varepsilon_{\rm m}-1)\), and the independence of \(N\) found above holds approximately only while the magnitude of this number is small compared with 1. Very thin layers may also have permittivities that differ from those of thick films; the values entered must be those of the layers as grown.

The ideal plates are a further limit. In a simple screening model of a real metal, the field penetrates a short distance into each plate. This acts as an additional capacitor in series and lowers the capacitance. In this model, with a background permittivity of 1 in the metal, a penetration depth \(\lambda\) in each plate adds \(2\lambda\) to \(L/\varepsilon_{\rm n}\), which is just 7.6 angstrom for the film considered here. A depth of 0.5 angstrom, the order of the Thomas-Fermi length in a simple metal, would lower the apparent permittivity from 13.2 to about 11.7, so the effect is not negligible for this film. Its size for a real electrode depends on the details of the interface.

Leakage changes the problem in a different way. In a steady state with conductivities \(s_1\) and \(s_2\), it is the current density that is common to both layers:

\[
s_1E_1=s_2E_2,\qquad \frac{E_1}{E_2}=\frac{s_2}{s_1}.
\]

This agrees with the earlier ratio \(\varepsilon_2/\varepsilon_1\) only if \(s_1/s_2=\varepsilon_1/\varepsilon_2\). Otherwise \(\varepsilon_1E_1\neq\varepsilon_2E_2\), and free charge

\[
\sigma_{\rm int}=\frac{\varepsilon_2E_2-\varepsilon_1E_1}{4\pi}
\]

has collected at the interface. The two plates then carry charges of different magnitude, and the film no longer has a single permittivity in the sense of (a). The value 13.2 still describes the response to an alternating voltage of angular frequency \(\omega\) if the conduction current \(s_iE_i\) is small compared with the displacement current \(\omega\varepsilon_iE_i/(4\pi)\) in both layers, that is, if \(4\pi s_i\ll\omega\varepsilon_i\), and if the permittivities at that frequency are still 9 and 25. At low frequencies the permittivity inferred from the capacitive current can be much larger: if layer 1 conducts far better than layer 2, almost the whole drop falls on layer 2 and the value approaches \(2\varepsilon_2=50\).

## Numbers as computed

```
Relative permittivity, layer 1: 9 (no unit)
Relative permittivity, layer 2: 25 (no unit)
Thickness of each layer: 50 angstrom
Total thickness: 100 angstrom
Total drop for a unit charge: 1.000 eV
Normal permittivity, formula: 13.2353 (no unit)
Normal permittivity, charge sheets: 13.2353 (no unit)
Normal permittivity, energy grid: 13.2353 (no unit)
Number of bilayers in repeated stack: 10 (no unit)
Normal permittivity, repeated stack: 13.2353 (no unit)
In-plane permittivity, energy grid: 17.0000 (no unit)
Uniform-field trial, normal: 17.0000 (no unit)
Mean field: 0.010000 eV/angstrom
Field in layer 1: 0.014706 eV/angstrom
Field in layer 2: 0.005294 eV/angstrom
Drop across layer 1: 0.7353 eV
Drop across layer 2: 0.2647 eV
Plate charge: 7.3143e-04 e/angstrom^2
Plate charge, converted: 1.1719 microC/cm^2
Plate charge if 17 were used: 9.3948e-04 e/angstrom^2
Interface bound charge: -5.2013e-05 e/angstrom^2
Energy per area, true field: 3.6571e-04 eV/angstrom^2
Energy per area, uniform trial: 4.6974e-04 eV/angstrom^2
Arithmetic mean / true value: 1.2844 (no unit)
Overestimate: 28.4 percent
```
